# Overlap Eigenvalues, Integral Errors and Steps in Potential Curves

**Q.** My integrals are accurate to twelve decimals. Why should a nearly dependent basis spoil an energy that I need to only six?

**A.** Because the error in the energy is not the error in the integrals. To first order it can be of the order of that error multiplied by the squared length of the coefficient vector, which can be large. Take real, normalized basis functions \(\chi_i\) and one electron in one dimension, with

\[
S_{ij}=\int\chi_i\chi_j\,dx,\qquad
H_{ij}=\int\Big[\frac{\hbar^2}{2m}\chi_i'\chi_j'+V\chi_i\chi_j\Big]dx .
\]

The variational energies follow from \(Hc=ESc\), with the normalization \(c^TSc=1\). Let \(Su_k=s_ku_k\), with orthonormal \(u_k\), and let \(s\) be the smallest eigenvalue. Write

\[
c=\sum_k \frac{a_k}{\sqrt{s_k}}\,u_k .
\]

Then \(c^TSc=\sum_k a_k^2=1\), whereas

\[
|c|^2=\sum_k\frac{a_k^2}{s_k}\le\frac1s .
\]

The wavefunction is normalized, but its coefficients need not be small. A function built as a small difference of large terms has large coefficients.

**Q.** How does \(|c|^2\) get into the energy error?

**A.** Let the integrals become \(H+\delta H\) and \(S+\delta S\). To first order the eigenvalue equation gives

\[
H\,\delta c+\delta H\,c=ES\,\delta c+E\,\delta S\,c+\delta E\,Sc .
\]

Multiply from the left by \(c^T\). Since \(c^T(H-ES)=0\), the terms with \(\delta c\) cancel, and

\[
\delta E=c^T(\delta H-E\,\delta S)c,\qquad
|\delta E|\le\big(\|\delta H\|+|E|\,\|\delta S\|\big)|c|^2 .
\]

Here \(\|\cdot\|\) is the spectral norm. With \(|c|^2\le1/s\), the first inverse power appears.

**Q.** That is first order. If the amplification is large, why should I trust first order?

**A.** For the lowest root there is a bound without an expansion, provided \(\|\delta S\|<s\). Put \(D=\|\delta H\|+|E|\|\delta S\|\), and let primes mark the perturbed problem. The condition keeps \(S'\) positive, because \(x^TS'x\ge(s-\|\delta S\|)|x|^2\).

Use the old vector \(c\) as a trial vector in the new problem. With \(\delta h=c^T\delta H\,c\) and \(\delta\sigma=c^T\delta S\,c\),

\[
E'\le\frac{E+\delta h}{1+\delta\sigma}
\quad\Rightarrow\quad
E'-E\le\frac{\delta h-E\,\delta\sigma}{1+\delta\sigma}
\le\frac{|c|^2D}{1-|c|^2\|\delta S\|}\le\frac{D}{s-\|\delta S\|}.
\]

The last step holds because the preceding fraction increases with \(|c|^2\), whose largest value is \(1/s\).

Now use the new vector \(c'\) in the old problem. Its normalization \(c'^TS'c'=1\) gives \(|c'|^2\le1/(s-\|\delta S\|)\). With \(\delta h'=c'^T\delta H\,c'\) and \(\delta\sigma'=c'^T\delta S\,c'\), the old variational principle reads

\[
E(1-\delta\sigma')\le E'-\delta h'
\quad\Rightarrow\quad
E-E'\le E\,\delta\sigma'-\delta h'\le\frac{D}{s-\|\delta S\|}.
\]

Together,

\[
|E'-E|\le\frac{\|\delta H\|+|E|\,\|\delta S\|}{s-\|\delta S\|}.
\]

If \(\|\delta S\|\ge s\), the rounded overlap may have a zero or negative eigenvalue, and then it no longer defines a norm.

**Q.** A bound may be far too pessimistic. Can an error really grow as \(1/s\)?

**A.** Yes. Let \(u\) belong to \(s\), and consider the normalized function

\[
\phi=\frac1{\sqrt s}\sum_i u_i\chi_i .
\]

Its coefficient vector is \(u/\sqrt s\). An error \(\delta H=-\eta\,uu^T\), of norm \(\eta\), changes its energy from \(h=\langle\phi|H|\phi\rangle\) to \(h-\eta/s\). The lowest root must lie at or below this value, so it falls without limit as \(s\to0\) at fixed \(\eta\), provided \(h\) stays bounded. For a less hostile error, what counts is the weight \(a^2\) of the state on \(\phi\), which contributes \(a^2/s\) to \(|c|^2\).

**Q.** You speak of inverse powers in the plural. Where does the second one come from?

**A.** From the electron repulsion. Two electrons in a singlet have the spatial function \(\Psi=\sum_{ik}C_{ik}\chi_i(x_1)\chi_k(x_2)\). The overlap matrix of the products is \(S\otimes S\), with eigenvalues \(s_ks_l\), the smallest being \(s^2\). Normalization therefore allows \(|C|^2\) to reach \(1/s^2\).

Let only the repulsion integrals be wrong, by a matrix \(\delta G\) whose rows and columns are labelled by product functions. The two trial-vector arguments now have no overlap error, and they give

\[
-\frac{\|\delta G\|}{s^2}\le C'^T\delta G\,C'\le E'-E\le C^T\delta G\,C\le\frac{\|\delta G\|}{s^2}.
\]

An error \(\delta h\) in the one-electron Hamiltonian behaves better, because it enters as \(\delta h\otimes S\) and \(S\otimes\delta h\). In the first term set \(B=(1\otimes S^{1/2})C\). The term becomes \(B^T(\delta h\otimes1)B\), and

\[
|B|^2=C^T(1\otimes S)C\le\frac1s\,C^T(S\otimes S)C=\frac1s .
\]

The second term is treated alike, so the two together contribute at most \(2\|\delta h\|/s\).

**Q.** Do higher orders of perturbation theory not bring still higher powers?

**A.** Individual terms can. With \(\delta H\) alone, the second-order term for one electron is

\[
-\sum_{j>0}\frac{(c_j^T\delta H\,c_0)^2}{E_j-E_0},
\]

where \(c_0\) and \(c_j\) are the ground and excited vectors. Each numerator is at most \(\|\delta H\|^2|c_j|^2|c_0|^2\le\|\delta H\|^2/s^2\). When only one overlap eigenvalue is small, the weights of the two states on \(\phi\) sum to at most 1, and the largest numerator is about a quarter of this value, still of order \(1/s^2\). The total change is still limited by \(\|\delta H\|/s\). A large second-order term thus signals a failing expansion, not a violation of the bound.

**Q.** I would like to see the two powers in ground-state energies, not in a matrix chosen to be hostile.

**A.** Take a model with two equal wells,

\[
V=-V_0\big[e^{-(x-R/2)^2/w^2}+e^{-(x+R/2)^2/w^2}\big],
\]

with \(V_0=0.5\) hartree and \(w=2\) bohr. Place one Gaussian \(g\propto e^{-\alpha x^2}\), with \(\alpha=0.1\) bohr\(^{-2}\), at each of \(-R/2\), \(0\) and \(R/2\). For small \(R\), the coefficients \((1,-2,1)/\sqrt6\) give a second difference,

\[
\frac{g(x+R/2)-2g(x)+g(x-R/2)}{\sqrt6}\simeq\frac{R^2}{4\sqrt6}\,g'' .
\]

From \(g''=(4\alpha^2x^2-2\alpha)g\), \(\langle x^2\rangle=1/(4\alpha)\) and \(\langle x^4\rangle=3/(16\alpha^2)\),

\[
\langle g|g''\rangle=\alpha-2\alpha=-\alpha,\qquad
\|g''\|^2=3\alpha^2-4\alpha^2+4\alpha^2=3\alpha^2 .
\]

An admixture of order \(R^2\) of the vector \((1,1,1)\) removes the part of \(g''\) along \(g\) and changes the coefficient norm only at order \(R^4\). The squared norm left is \(3\alpha^2-\alpha^2=2\alpha^2\), so

\[
s\simeq\frac{R^4}{96}\,2\alpha^2=\frac{\alpha^2R^4}{48}.
\]

At \(R=1\) bohr this is \(2.08\times10^{-4}\); diagonalization gives \(2.07\times10^{-4}\).

Now add random errors of at most \(\eta=10^{-12}\) to the integrals, in hartree for energies and as a pure number for overlaps. The two-electron case has a Gaussian repulsion of height 0.2 hartree and range 1 bohr, and only its integrals are disturbed. The rms changes of the ground-state energies over 60 random draws, which carry a sampling scatter of about 10%, are:

| \(R\) (bohr) | \(s\) | one electron (hartree) | two electrons (hartree) |
|---|---|---|---|
| 1.0 | \(2.07\times10^{-4}\) | \(2.5\times10^{-10}\) | \(7.8\times10^{-8}\) |
| 0.5 | \(1.30\times10^{-5}\) | \(4.3\times10^{-9}\) | \(2.3\times10^{-5}\) |

While \(s\) falls by a factor of 16, the errors grow by factors of 17 and 300. A fit over six distances gives the powers \(-1.02\) and \(-2.06\). Most of the small excess over \(-1\) and \(-2\) comes from the change of the weight with \(R\): over these distances the weight on \(\phi\) varies as \(s^{-0.017}\) for one electron, and the weight on \(\phi(x_1)\phi(x_2)\) as \(s^{-0.057}\) for two.

**Q.** Then the cure is plain. I discard every overlap eigenvector with \(s_k<\tau\), and no coefficient can become large.

**A.** That is canonical orthogonalization. One forms the functions with coefficients \(u_k/\sqrt{s_k}\) for \(s_k\ge\tau\) and diagonalizes \(H\) among them. It does enforce \(|c|^2\le1/\tau\). But each \(s_k\) depends on the geometry. When one of them crosses \(\tau\), the variational space gains or loses a function.

**Q.** At the crossing that function has a tiny overlap eigenvalue. Surely its removal has a tiny effect?

**A.** The eigenvalue is the squared norm of the combination \(\sum_iu_i\chi_i\), whose coefficient vector has unit length. The variational space contains the function whatever its scale, and \(\phi\) is normalized. Let us compute what its removal costs.

At the crossing, diagonalize \(H\) in the space without \(\phi\). This gives orthonormal states \(\psi_j\) with energies \(E_j\), and \(\phi\) is orthogonal to them because it comes from a different eigenvector of \(S\). Define \(b_j=\langle\phi|H|\psi_j\rangle\), and write the ground state of the full space as \(a\phi+\sum_jd_j\psi_j\), with energy \(E\). Projection on \(\phi\) and on \(\psi_j\) gives

\[
ha+\sum_jb_jd_j=Ea,\qquad b_ja+E_jd_j=Ed_j .
\]

For \(a\ne0\) and \(E\ne E_j\), the second equation yields \(d_j=-ab_j/(E_j-E)\). Inserted in the first, it gives

\[
h-E=\sum_j\frac{b_j^2}{E_j-E}.
\]

Isolate the term \(j=0\) and solve for its denominator:

\[
\Delta E\equiv E_0-E=
\frac{b_0^2}{\,h-E-\displaystyle\sum_{j>0}\frac{b_j^2}{E_j-E}\,}.
\]

The variational principle makes \(\Delta E\ge0\), since the full space contains the smaller one. No explicit factor \(s\) or \(\tau\) appears. The matrices vary continuously with \(R\), but the energy computed with the threshold tends to \(E_0\) on one side of the crossing and to \(E\) on the other. If \(b_0\ne0\), the curve has a step.

**Q.** How large is it in a case that I can follow?

**A.** Keep the two wells and one electron. Give each well Gaussians with exponents 0.1 and 0.4 bohr\(^{-2}\), and put one more with exponent 0.1 bohr\(^{-2}\) at the midpoint. For \(\tau=10^{-6}\) the first crossing lies at \(R=0.365\) bohr. There \(|b_0|=0.02493\) hartree and \(h-E=1.107\) hartree. Without the sum over excited states the formula gives

\[
\frac{(0.02493)^2}{1.107}=5.61\times10^{-4}\ \text{hartree}.
\]

The full result is \(5.77\times10^{-4}\) hartree, or 15.7 meV; the sum lowers the denominator by about 3%.

**Q.** Then I lower \(\tau\), and the step shrinks.

**A.** Not necessarily. In this model it grows from each of these thresholds to the next:

| \(\tau\) | crossing \(R\) (bohr) | step (meV) |
|---|---|---|
| \(10^{-4}\) | 1.328 | 0.36 |
| \(10^{-6}\) | 0.365 | 15.7 |
| \(10^{-8}\) | 0.115 | 18.6 |

The crossing moves inward. At small \(R\) the smallest eigenvalue again belongs to a second difference, now of the three diffuse Gaussians. It scales as \(R^4\), so the crossing distance scales as \(\tau^{1/4}\). Between the last two rows this predicts a ratio of 3.16, and the computed ratio is 3.19.

The limit of the step is finite. As \(R\to0\), the even functions retained become the two Gaussians at the origin. The dropped one becomes the part of \(x^2e^{-\alpha x^2}\), with \(\alpha=0.1\) bohr\(^{-2}\), that is orthogonal to them. A separate quadrature calculation with and without \(x^2e^{-\alpha x^2}\) gives a difference of 18.9 meV. In this model, as \(\tau\to0\), the step moves to small \(R\), perhaps out of the range of interest, which may be all one needs, but it does not vanish.

**Q.** Why is the step at 1.328 bohr so much smaller?

**A.** The coupling is smaller: \(|b_0|\) is 0.0036 hartree there, against 0.025 at 0.365 bohr. The cost of dropping \(\phi\) is not monotonic in \(R\) either. It is \(58\times10^{-5}\) hartree at 0.365 bohr, \(0.8\times10^{-5}\) at 1.308 bohr and \(1.3\times10^{-5}\) at 1.328 bohr. It therefore has a minimum in between. The cause is a change of sign of the coupling. With the signs of \(\phi\) and \(\psi_0\) held fixed along the curve, \(b_0\) passes through zero at \(R=1.233\) bohr, and there the cost vanishes. At that distance \(s=8.2\times10^{-5}\), so lowering \(\tau\) from \(10^{-4}\) to this particular value shrinks the step to zero; a further lowering brings it back.

**Q.** A third of a millielectronvolt would not trouble me.

**A.** It may trouble a derivative. For \(\tau=10^{-4}\), take points 0.01 bohr on either side of the crossing. At the inner point, the energy with the threshold lies \(1.05\times10^{-5}\) hartree above that of the full basis; at the outer point the two agree. The central difference for the force \(-dE/dR\) thus acquires the false term

\[
\frac{1.05\times10^{-5}}{2\times0.01}=5\times10^{-4}\ \text{hartree/bohr}.
\]

The computed forces are \(-0.0825\) with the threshold and \(-0.0830\) without it, a difference of 0.6%. For a spacing \(\delta\) on each side, the false term tends to \(\Delta E/(2\delta)\), so a finer spacing makes it worse. A second difference across the step suffers by a further factor of order \(1/\delta\).

**Q.** Does every crossing produce a step?

**A.** No. If \(b_0=0\), then \(\psi_0\) remains an eigenstate when \(\phi\) is added, and the ground-state energy does not change as long as no new root falls below \(E_0\). Symmetry can enforce this. The wells are equal, so the ground state is even. For \(\tau=10^{-4}\) a second eigenvalue crosses at \(R=0.068\) bohr, and its function is odd. The test finds no ground-state step there above \(10^{-9}\) hartree. An odd excited state has no such protection.

**Q.** So dropping \(\phi\) costs a step, and keeping it costs amplified errors. Which is worse?

**A.** Both depend on the same weight \(a^2\). Write the full ground state as \(a\phi+r\chi\), with \(r^2=1-a^2\) and \(\chi\) normalized in the retained space. Let \(t=\langle\phi|H|\chi\rangle\) and \(\varepsilon=\langle\chi|H|\chi\rangle\). Projection on \(\phi\) and \(\chi\) gives

\[
ah+rt=aE,\qquad at+r\varepsilon=rE .
\]

The first equation gives \(t=-a(h-E)/r\), and the second then gives \(\varepsilon-E=-at/r=a^2(h-E)/r^2\). Since \(E_0\le\varepsilon\),

\[
\Delta E\le\frac{a^2}{1-a^2}\,(h-E).
\]

For the other side, suppose that the independent entries of \(\delta H\) and \(\delta S\) are uniformly distributed in \([-\eta,\eta]\), with variance \(\eta^2/3\). Off-diagonal entries appear twice in \(c^T\delta H\,c\), so its variance is

\[
\frac{\eta^2}{3}\Big[\sum_ic_i^4+4\sum_{i<j}c_i^2c_j^2\Big]
=\frac{\eta^2}{3}\Big[2|c|^4-\sum_ic_i^4\Big].
\]

The overlap errors add the same expression times \(E^2\). With \(E\) in hartree,

\[
\delta E_{\rm rms}=\eta\sqrt{\frac{1+E^2}{3}}\,
\sqrt{2|c|^4-\sum_ic_i^4}.
\]

This is of order \(\eta|c|^2\), hence of order \(\eta a^2/s\) once \(\phi\) dominates \(|c|^2\).

At the crossing for \(\tau=10^{-6}\), \(a^2=5.36\times10^{-4}\), so \(a^2/s=536\), which is nearly all of \(|c|^2\). For \(\eta=10^{-12}\) the formula gives an rms error of \(4.6\times10^{-10}\) hartree, and so does the random sample. Dropping \(\phi\) reduces this error to \(2.5\times10^{-13}\) hartree, but raises the energy by \(5.8\times10^{-4}\) hartree. For this one-electron state, with integrals this accurate, the threshold does far more harm than the errors it suppresses.

**Q.** Then where should the threshold lie?

**A.** Consider one electron. At the three crossings the upper bound exceeds the step by less than 3% of the step (\(5.93\times10^{-4}\) against \(5.77\times10^{-4}\) hartree for \(\tau=10^{-6}\)), and \(a^2\ll1\), so here \(a^2(h-E)\) may stand for the step. Equating \(\eta a^2/s\) with \(a^2(h-E)\) gives \(s\sim\eta/(h-E)\), in which \(a^2\) has cancelled. With \(h-E\) near 1.1 hartree, this is \(s\sim10^{-12}\) for \(\eta=10^{-12}\). It is a floor, not a recommendation. At such an \(s\) the errors of the overlap matrix are as large as \(s\) itself, and both the bound and first order have failed. A usable \(\tau\) lies well above the integral error, and for one-electron integrals this estimate gives no reason to raise it further than that margin requires. It does not cover the repulsion integrals, whose errors can grow as \(1/s^2\). In the three-Gaussian model they gave \(2.3\times10^{-5}\) hartree already at \(s=1.30\times10^{-5}\), so for two electrons the balance can lie at a much larger \(s\).

The margin can be seen by rounding the integrals to a fixed number of decimals at the same geometry, where \(s=10^{-6}\):

| decimals | error, \(\phi\) kept (hartree) | error, \(\phi\) dropped (hartree) |
|---|---|---|
| 10 | \(-4.7\times10^{-9}\) | \(-4\times10^{-12}\) |
| 8 | \(+4.5\times10^{-6}\) | \(-1.2\times10^{-9}\) |
| 6 | \(-2.3\times10^{-4}\) | \(-5.5\times10^{-8}\) |

Each error is relative to the same space with unrounded integrals. The entries are single samples for \(R=0.364953\) bohr, and their signs and digits change with the last digits of \(R\): at \(0.365000\) bohr the errors with \(\phi\) kept are \(+2.6\times10^{-9}\), \(+1.1\times10^{-6}\) and \(+1.8\times10^{-4}\) hartree. With ten decimals the first-order formula reproduces the error with \(\phi\) kept, \(-4.7\times10^{-9}\) hartree. With six, the smallest overlap eigenvalue has fallen to \(0.47\times10^{-6}\), less than half its true value. Between 0.3645 and 0.3655 bohr the six-decimal eigenvalue scatters from \(0.4\times10^{-6}\) to \(1.8\times10^{-6}\), and at some distances the error with \(\phi\) kept reaches 0.5 hartree.

**Q.** Is a large \(1/s\) at least a reliable warning?

**A.** It warns of what may happen. At the crossing for \(\tau=10^{-4}\), \(1/s=10^4\), yet \(|c|^2=0.49\), because the ground state has a weight of only \(1.3\times10^{-5}\) on \(\phi\). The integral errors are not amplified there at all. While first order holds, the number to inspect is \(|c|^2\) for the state of interest, or \(|C|^2\) for two electrons. A small weight gives no protection once \(\eta/s\) approaches \(h-E\), since the error \(-\eta\,uu^T\) then brings \(\phi\) itself down to the lowest root.

**Q.** And if I must discard functions but need a smooth curve?

**A.** Fix the number of discarded vectors along the whole curve, instead of fixing \(\tau\). The retained space then varies continuously as long as a gap separates the discarded eigenvalues of \(S\) from the retained ones. If that gap closes, the two sets can exchange members, and a step can return. The price is that \(\phi\) is also missing where it could have been kept safely. The energy there is never lower, and it is higher wherever \(b_0\ne0\). In the five-Gaussian model the loss vanishes at 1.233 and 1.838 bohr and is \(1.0\times10^{-2}\) hartree at 3 bohr. In return, the dimension of the space no longer changes with \(R\).

## Computed values

```
well depth 0.5 hartree, well length 2.0 bohr
exponents 0.1 and 0.4 bohr^-2; 1 hartree = 27211.39 meV
pair repulsion 0.2 hartree, range 1.0 bohr
three Gaussians, eta = 1e-12 (hartree for H and G, 1 for S):
R/bohr   s          rms dE 1-el./hartree  rms dE 2-el./hartree
0.500    1.299e-05  4.299e-09             2.336e-05
0.574    2.261e-05  2.454e-09             7.580e-06
0.660    3.933e-05  1.398e-09             2.447e-06
0.758    6.839e-05  7.944e-10             7.839e-07
0.871    1.189e-04  4.497e-10             2.486e-07
1.000    2.066e-04  2.533e-10             7.767e-08
fitted power of s: one-electron -1.023, two-electron -2.062
five Gaussians at the first crossing, eta = 1e-12:
tau 1e-04: R 1.32758 bohr, E full -0.6353714, E cut -0.6353582 hartree
  step 1.3118e-05 hartree = 0.3570 meV, upper bound 1.3339e-05 hartree
  weight a^2 1.3157e-05, |c|^2 4.9108e-01, a^2/s 1.3157e-01
  h_phiphi - E 1.0138, b_0 -3.6165e-03 hartree, parity +1.000
  rms error: full 4.445e-13, predicted 4.394e-13, cut 3.072e-13 hartree
tau 1e-06: R 0.36495 bohr, E full -0.6889053, E cut -0.6883283 hartree
  step 5.7699e-04 hartree = 15.7007 meV, upper bound 5.9329e-04 hartree
  weight a^2 5.3552e-04, |c|^2 5.3580e+02, a^2/s 5.3552e+02
  h_phiphi - E 1.1073, b_0 2.4926e-02 hartree, parity +1.000
  rms error: full 4.604e-10, predicted 4.588e-10, cut 2.487e-13 hartree
tau 1e-08: R 0.11452 bohr, E full -0.6930970, E cut -0.6924140 hartree
  step 6.8300e-04 hartree = 18.5854 meV, upper bound 7.0290e-04 hartree
  weight a^2 6.3070e-04, |c|^2 6.3070e+04, a^2/s 6.3070e+04
  h_phiphi - E 1.1138, b_0 2.7187e-02 hartree, parity +1.000
  rms error: full 5.550e-08, predicted 5.425e-08, cut 2.410e-13 hartree
crossing-distance ratio for tau 1e-6 and 1e-8: 3.1868, fourth-root law 3.1623
limit of the step for R -> 0: 6.9508e-04 hartree = 18.9142 meV
second crossing, tau 1e-04: R 0.06847 bohr, parity -1.000
  ground-state step below 1e-9 hartree: True
curve near the first crossing, tau 1e-04:
  R 1.30758 bohr: threshold -0.6370127, full -0.6370209 hartree
  R 1.31758 bohr: threshold -0.6361882, full -0.6361987 hartree
  R 1.33758 bohr: threshold -0.6345387, full -0.6345387 hartree
  R 1.34758 bohr: threshold -0.6337009, full -0.6337009 hartree
force from points 0.01 bohr either side: threshold -0.08247, full -0.08300 hartree/bohr
integrals rounded to d decimals at R 0.36495 bohr:
  d 12: lowest s +1.000e-06, full error -2.055e-10 hartree, cut error -7.372e-14 hartree
  d 10: lowest s +9.999e-07, full error -4.714e-09 hartree, cut error -3.621e-12 hartree
  first-order prediction for d 10: -4.714e-09 hartree
  d 8: lowest s +1.002e-06, full error +4.530e-06 hartree, cut error -1.191e-09 hartree
  d 6: lowest s +4.685e-07, full error -2.316e-04 hartree, cut error -5.493e-08 hartree
```
